# Minimum Integration Time for Reading a Tunnel Junction Under Shot Noise

## Result and conditions of use

A magnetic tunnel junction held at a fixed read voltage $V$ carries a mean current $I_H$ in its parallel state and $I_L<I_H$ in its antiparallel state. The current is integrated for a time $t$, and the charge is compared with one threshold. Let $\varepsilon<1/2$ be the largest permitted probability of error in each state, and define $z>0$ by

$$\varepsilon=\tfrac12\,\mathrm{erfc}(z/\sqrt2).$$

If the current noise is white shot noise and the integrated charge is treated as Gaussian, the minimum integration time is

$$t_{\min}=\frac{e z^2}{\left(\sqrt{I_H}-\sqrt{I_L}\right)^2},\qquad I_{\rm th}=\sqrt{I_HI_L}, \tag{1}$$

where $e>0$ is the elementary charge and $I_{\rm th}$ is the threshold charge divided by $t$. At temperature $T$ the time is multiplied by $\coth(eV/2k_BT)$. For small $\varepsilon$ the threshold also needs a correction, given in equation (10), which holds unless the contrast is very large. It amounts to a few electrons when $eV\gg k_BT$ and becomes smaller as the voltage is lowered.

Equation (1) assumes independent tunnelling events, known and steady mean currents, and no other noise. It is the Gaussian estimate of the floor set by shot noise; for small $\varepsilon$, about $10^{-3}$ and below, the exact floor is lower, by a few per cent at tenfold contrast and by much more when the low current nearly vanishes, as discussed below. For $\varepsilon$ of order 0.1 the exact floor can lie above equation (1), by about 5 % at tenfold contrast. In real junctions, highly transmitting channels or tunnelling through defect states can reduce the shot noise below the Poisson value, and the floor is then lower as well. Settling of the circuit, amplifier noise, slow resistance fluctuations and variation between cells come in addition.

The error is symmetric in the sense that both conditional errors equal $\varepsilon$. The overall error is then also $\varepsilon$, whatever the proportion of stored ones and zeros.

## Noise of the integrated charge

Take first $eV\gg k_BT$, so that electrons cross in one direction. Crossings are independent and occur at the rate $\lambda=I/e$. In a short interval $dt$ the number of crossings is 0 or 1, apart from terms of order $dt^2$. Its mean and its variance are both $\lambda\,dt$, and different intervals are uncorrelated. The current fluctuation $\delta I$ therefore has the covariance

$$\langle\delta I(t_1)\,\delta I(t_2)\rangle=e^2\lambda\,\delta(t_1-t_2)=eI\,\delta(t_1-t_2).$$

The one-sided spectral density, defined for $f>0$, is twice the Fourier transform of this covariance:

$$S=2\int_{-\infty}^{\infty}eI\,\delta(\tau)\,e^{2\pi if\tau}\,d\tau=2eI.$$

The charge $Q=\int_0^tI(t')\,dt'$ has mean $It$ and variance

$$\sigma^2=\int_0^t\!\!\int_0^t eI\,\delta(t_1-t_2)\,dt_1dt_2=eIt=\frac{St}{2}. \tag{2}$$

The factor $1/2$ belongs to the one-sided convention. In the frequency domain the window contributes $t^2[\sin(\pi ft)/(\pi ft)]^2$, whose integral over positive $f$ is $t/2$, and the same variance follows.

The two states have different noise: $\sigma_H^2=eI_Ht$ and $\sigma_L^2=eI_Lt$. This difference is the origin of the square roots in equation (1).

## Why integrating the charge loses no information

A minimum time should hold for any processing of the current record, not merely for a convenient one. Suppose the record contains $n$ crossings at times $t_1,\dots,t_n$. Each occupied interval contributes a factor $\lambda\,dt$ to its probability, and the empty intervals together contribute $e^{-\lambda t}$. The probability density is

$$p(t_1,\dots,t_n)=\lambda^n e^{-\lambda t}.$$

With $\lambda_H=I_H/e$ and $\lambda_L=I_L/e$, the likelihood ratio of the two states is

$$\frac{p_H}{p_L}=\left(\frac{\lambda_H}{\lambda_L}\right)^{n}e^{-(\lambda_H-\lambda_L)t}. \tag{3}$$

The arrival times have dropped out, and the ratio increases with $n$.

Let $w$ be the probability with which an arbitrary rule decides "high" for a given record. Let $w^*$ be the corresponding probability for a count threshold, with a random choice at the boundary count so that its false-high error equals $\varepsilon$. If $c_0$ is the likelihood ratio at that boundary, then $w^*=1$ where $p_H>c_0p_L$ and $w^*=0$ where $p_H<c_0p_L$. Hence, for every record,

$$(w^*-w)(p_H-c_0p_L)\ge0.$$

Summing over all records gives

$$P_H(w^*)-P_H(w)\ge c_0\,[\varepsilon-P_L(w)],$$

where $P_H$ and $P_L$ are the probabilities of deciding "high" in the two states. If the arbitrary rule satisfies $P_L(w)\le\varepsilon$, the right side is not negative, so the count threshold detects the high state at least as often. If a random choice is allowed at the boundary count, no rule that meets both error limits can therefore beat a threshold on the total count, which is a threshold on the integrated charge.

This argument needs the discrete electrons. For ideal Gaussian white noise of state-dependent strength, one could divide any $t$ into $M$ intervals and estimate the variance from the squared interval charges. The relative scatter of that estimate is $\sqrt{2/M}$, which vanishes as $M\to\infty$, so the states could be distinguished in an arbitrarily short time. For real crossings, fine intervals contain 0 or 1 electron. The sum of the squared counts is then simply $n$, and nothing new is learned. The Gaussian form is used below as an approximation to the distribution of the total charge, not as a model of the record at arbitrarily fine resolution.

## The two error conditions

Decide "high" if $Q>Q_{\rm th}$. In the Gaussian approximation the errors are

$$\varepsilon_L=\tfrac12\mathrm{erfc}\!\left(\frac{Q_{\rm th}-I_Lt}{\sqrt2\,\sigma_L}\right),\qquad
\varepsilon_H=\tfrac12\mathrm{erfc}\!\left(\frac{I_Ht-Q_{\rm th}}{\sqrt2\,\sigma_H}\right).$$

Here $\varepsilon_L$ is the probability of calling the low state high, and $\varepsilon_H$ that of calling the high state low. Since erfc decreases with its argument, both errors are at most $\varepsilon$ if and only if

$$Q_{\rm th}-I_Lt\ge z\sqrt{eI_Lt},\qquad I_Ht-Q_{\rm th}\ge z\sqrt{eI_Ht}. \tag{4}$$

Adding the two inequalities removes the threshold:

$$(I_H-I_L)\,t\ge z\sqrt{et}\left(\sqrt{I_H}+\sqrt{I_L}\right).$$

Now factor $I_H-I_L=(\sqrt{I_H}-\sqrt{I_L})(\sqrt{I_H}+\sqrt{I_L})$, cancel the positive sum of roots, and divide by $\sqrt t$:

$$\sqrt t\left(\sqrt{I_H}-\sqrt{I_L}\right)\ge z\sqrt e.$$

Both sides are positive, so squaring gives $t\ge t_{\min}$ with $t_{\min}$ from equation (1). For a shorter time no threshold works.

At $t=t_{\min}$ both conditions must be equalities. Using $z\sqrt{et}=t(\sqrt{I_H}-\sqrt{I_L})$ in the first one,

$$Q_{\rm th}=I_Lt+\sqrt{I_L}\,t\left(\sqrt{I_H}-\sqrt{I_L}\right)=t\sqrt{I_HI_L}.$$

The threshold lies below the arithmetic mean because the high state is noisier and needs the larger margin.

## Other forms and limits

With $r=I_H/I_L=1+m$, where $m$ is the magnetoresistance ratio at the read voltage,

$$t_{\min}=\frac{ez^2}{I_H\left(1-r^{-1/2}\right)^2}. \tag{5}$$

At fixed contrast the time is inversely proportional to the current: the decision requires a fixed number of electrons.

For small contrast, write $\Delta I=I_H-I_L$ and $\bar I=(I_H+I_L)/2$. Multiplying the numerator and denominator of equation (1) by $(\sqrt{I_H}+\sqrt{I_L})^2$ gives

$$t_{\min}=\frac{ez^2(\sqrt{I_H}+\sqrt{I_L})^2}{(\Delta I)^2}\simeq\frac{4ez^2\bar I}{(\Delta I)^2}. \tag{6}$$

The approximation errs on the long side, because $(\sqrt{I_H}+\sqrt{I_L})^2=4\bar I-(\sqrt{I_H}-\sqrt{I_L})^2$.

If the threshold is placed at the midpoint $\bar I$, still in the Gaussian approximation, both margins are $\Delta I\,t/2$. The noisier high state sets the time through $\Delta I\,t/2=z\sqrt{eI_Ht}$, so

$$t_{\rm mid}=\frac{4ez^2I_H}{(\Delta I)^2},\qquad \frac{t_{\rm mid}}{t_{\min}}=\frac{4}{(1+r^{-1/2})^2}.$$

In the opposite limit, $I_L\to0$, equation (1) asks for $I_Ht/e=z^2$ electrons on average. The exact answer is smaller for $\varepsilon$ below about 0.03 and larger above that value. If the low state passes no electrons, a single crossing proves the high state, and the remaining error is the probability of no crossing, $e^{-I_Ht/e}$. This requires $\ln(1/\varepsilon)$ electrons on average. Since $z^2\simeq2\ln(1/\varepsilon)$ at leading order for small $\varepsilon$, the Gaussian time is then too long by a factor approaching 2.

## Finite temperature

At finite temperature electrons cross in both directions. For elastic tunnelling with a constant conductance $G$, the forward and backward rates are

$$\Gamma_+=\frac{G}{e^2}\int f(E)[1-f(E+eV)]\,dE,\qquad
\Gamma_-=\frac{G}{e^2}\int f(E+eV)[1-f(E)]\,dE,$$

where $f(E)=1/(e^{E/k_BT}+1)$. Set $x=eV/k_BT$. Putting the Fermi functions over a common denominator gives

$$f(E)[1-f(E+eV)]=\frac{f(E)-f(E+eV)}{1-e^{-x}},\qquad
f(E+eV)[1-f(E)]=\frac{f(E)-f(E+eV)}{e^{x}-1}.$$

The integral of $f(E)-f(E+eV)$ is $eV$, because the second function is the first one displaced by $eV$. Therefore

$$\Gamma_+=\frac{GV}{e}\,\frac{1}{1-e^{-x}},\qquad \Gamma_-=\frac{GV}{e}\,\frac{1}{e^x-1}.$$

The difference is $GV/e$, as Ohm's law requires, and the sum is $(GV/e)(e^x+1)/(e^x-1)$. Forward and backward counts are independent, so their variances add even though their charges subtract:

$$\sigma^2=e^2(\Gamma_++\Gamma_-)t=eIt\,c,\qquad c=\coth\frac{eV}{2k_BT}. \tag{7}$$

Both states are read at the same voltage and have the same $c$. Replacing $e$ by $ec$ in the variances of conditions (4) gives

$$t_{\min}(T)=\frac{c\,e z^2}{\left(\sqrt{I_H}-\sqrt{I_L}\right)^2}, \tag{8}$$

with the same Gaussian threshold current. For $eV\ll k_BT$, $c\simeq2k_BT/eV$. With $I=GV$ in each state,

$$t_{\min}\simeq\frac{2k_BTz^2}{V^2\left(\sqrt{G_H}-\sqrt{G_L}\right)^2}.$$

This is the thermal-noise limit, $S=4k_BTG$. The time grows as $V^{-2}$ when the voltage is lowered, compared with $V^{-1}$ in the shot-noise limit. Both powers assume that $G_H$ and $G_L$ do not depend on the bias. In real junctions the magnetoresistance falls as the bias rises, and the currents at the actual read voltage must be used.

Equation (8) is the minimum for a threshold on net charge, which is what an integrator measures. Both rates are proportional to $G$, so the full likelihood ratio depends on the total number of crossings in either direction. The net charge does not reveal that number, and the optimality argument for equation (3) does not carry over to $c>1$.

## Correcting the threshold for discrete electrons

A Poisson distribution is skewed, and a small $\varepsilon$ probes its tails. Let $u$ be the deviation of the count from its mean in units of the standard deviation, and let $\gamma$ be its skewness. To first order in $\gamma$ the characteristic function is $e^{-k^2/2}[1+\gamma(ik)^3/6]$. Each factor $ik$ corresponds to $-d/du$, so the density is $\varphi-\gamma\varphi'''/6$, with $\varphi(u)=e^{-u^2/2}/\sqrt{2\pi}$. Integration from $u$ to infinity gives

$$P(U>u)=\tfrac12\mathrm{erfc}(u/\sqrt2)+\frac{\gamma}{6}(u^2-1)\varphi(u). \tag{9}$$

The point with upper-tail probability $\varepsilon$ is $u=z+\delta$. Expanding the first term to first order gives $-\varphi(z)\delta+\gamma(z^2-1)\varphi(z)/6=0$, hence $\delta=\gamma(z^2-1)/6$. The lower-tail point, near $-z$, moves by the same amount in the same direction, because $z^2-1$ is even in $z$.

For a Poisson count of mean $n$, $\gamma=1/\sqrt n$ and the standard deviation is $\sqrt n$. In electrons the shift is $\sqrt n\,\delta=(z^2-1)/6$, independent of $n$. Both conditions (4) are displaced upward equally, so at this order the minimum time is unchanged while the threshold moves:

$$\frac{Q_{\rm th}}{e}=\frac{t\sqrt{I_HI_L}}{e}+\frac{z^2-1}{6c}. \tag{10}$$

The factor $1/c$ arises because the third cumulant of the net count is $It/e$, while its variance is $cIt/e$; the shift is their ratio times $(z^2-1)/6$. The expansion is formal when $z$ is large, so its use at $\varepsilon=10^{-9}$ rests on the comparison with exact tails below. It fails at very large contrast: for $I_L=0$ and $c=1$ a single electron proves the high state, whereas equation (10) would still place the threshold near six electrons at this $\varepsilon$.

For $\varepsilon\to0$ at fixed $r$, an error in the time remains, which is small unless the contrast is large. Take $c=1$ and a threshold count $yt$. Stirling's formula, $\ln n!\simeq n\ln n-n$, gives the leading exponent of the Poisson tail:

$$-\frac{\ln P}{t}\to y\ln\frac y\lambda-y+\lambda.$$

The tail has the same exponent as its term nearest the threshold, since the terms beyond it fall at least geometrically. Equating the exponents of the two states gives

$$y=\frac{\lambda_H-\lambda_L}{\ln(\lambda_H/\lambda_L)},\qquad C=y\ln\frac{y}{\lambda_L}-y+\lambda_L. \tag{11}$$

The Gaussian result corresponds to the exponent $z^2/2t=(\sqrt{\lambda_H}-\sqrt{\lambda_L})^2/2$. The exact exponent $C$ is larger by 0.33 % for $r=2$ and by 3.5 % for $r=10$. The asymptotic time is shorter in the inverse ratio.

## Worked example

Take round model parameters: $V=0.1$ V, $T=300$ K, a parallel resistance of 100 kΩ, $m=1$ and $\varepsilon=10^{-9}$. Then $I_H=1$ µA, $I_L=0.5$ µA and $z^2=35.974$. In convenient units $e=0.16022$ µA ps, so

$$t_{\min}=\frac{0.16022\times35.974}{(1-\sqrt{0.5})^2}\ \text{ps}=\frac{5.764}{0.08579}\ \text{ps}=67.2\ \text{ps}.$$

The mean counts are 210 and 419 electrons, with standard deviations of 14.5 and 20.5. Their separation of 210 electrons equals $z(14.5+20.5)$, as it should. The thermal factor is 1.043 because $eV/k_BT=3.87$, and it raises the time to 70.1 ps ($7.01\times10^{-11}$ s).

The Gaussian threshold is 0.707 µA. In the Gaussian approximation, a midpoint threshold at 0.75 µA needs 92.2 ps without the thermal factor, 37 % more than the minimum. The skewness of the Poisson distribution shortens this time, because the lower tail of the high state is thinner than the Gaussian one. With $n_H=I_Ht/e$ and the shift found above, the margin of $n_H/4$ electrons must equal $z\sqrt{n_H}-(z^2-1)/6$. This gives $n_H\simeq528$ and a time of about 85 ps, roughly a quarter more than the minimum. The small-contrast formula (6) overestimates the time by 2.9 %, even though the currents differ by a factor of two.

Exact Poisson tails give a minimum of 67.0 ps with integer thresholds, 0.3 % below the Gaussian value. Because the threshold can move only in whole electrons, some slightly longer times, up to about 67.6 ps, miss the error limit again. With the exact distribution of the net count at 300 K, the limit is first met at 70.0 ps, and similar gaps occur up to about 70.4 ps. The time formula is thus accurate here, but its uncorrected threshold is not. At 67.2 ps, deciding "high" from 297 electrons upward gives a false-high probability of $7.9\times10^{-9}$ and a false-low probability of $1.3\times10^{-10}$. The first is eight times the prescribed error.

Equation (10) with $c=1$ predicts a shift of 5.8 electrons. The exact calculation places the threshold at 302 electrons, also a shift of 5.8 when the boundary is taken halfway between integers. Since the threshold is an integer, this agreement is meaningful to about one electron. In current units the shift is $5.8/419\times1$ µA $=0.014$ µA, and the threshold becomes 0.721 µA.

The time grows slowly as the error limit is tightened. Without the thermal factor the times for $\varepsilon=10^{-6}$, $10^{-9}$ and $10^{-12}$ are 42.2, 67.2 and 92.4 ps, in keeping with the nearly logarithmic growth of $z^2$. Contrast matters more: at fixed $I_H$ and $\varepsilon=10^{-9}$, the time is 171 ps for $m=0.5$ and 32.3 ps for $m=2$.

## Adding amplifier noise and checking validity

Let independent white Gaussian amplifier noise have the one-sided, input-referred density $S_a$. The variances become $D_Ht$ and $D_Lt$, with $D_j=ceI_j+S_a/2$ for $j=H,L$. Repeating the addition of the two error conditions gives

$$t_{\min}=\frac{z^2\left(\sqrt{D_H}+\sqrt{D_L}\right)^2}{(I_H-I_L)^2},\qquad
I_{\rm th}=\frac{I_L\sqrt{D_H}+I_H\sqrt{D_L}}{\sqrt{D_H}+\sqrt{D_L}}. \tag{12}$$

The threshold follows from equating the two margins, each divided by its own $\sqrt{D_j}$. It is a Gaussian threshold, and unless $S_a$ dominates it still needs an upward shift for skewness: with $r=2$, $c=1$, $\varepsilon=10^{-9}$ and $S_a=eI_H/2$, the unshifted value gives a false-high error of about $3\varepsilon$. When $S_a$ dominates, it moves to the midpoint and the time becomes $2z^2S_a/(\Delta I)^2$.

Three conditions should be checked before these formulas are used.

- The noise must be white over the bandwidth of the window. This requires $t$ to be much longer than the shorter of the quantum times $h/eV$ and $h/k_BT$, here 41 fs and 160 fs. The calculated 70 ps satisfies this, but a real circuit must also settle within the window.
- The mean currents must be known. If cells vary within stated limits, use the largest $I_L$ and the smallest $I_H$, with a threshold designed for that pair. If these limits overlap, no integration time guarantees the prescribed error for every cell with a common threshold.
- The noise must average down as $1/t$ in the variance of the mean current. An offset that stays constant during the read does not average at all, and slow resistance fluctuations approach that behaviour. They must be included in the current margins, not in $S_a$.

The numerical output below lists the main values of the worked example.

## Table of computed values

```
Read voltage: 0.100 V
Temperature: 300 K
Parallel resistance: 100 kOhm
Magnetoresistance ratio: 100 %
High current: 1.0000 uA
Low current: 0.5000 uA
Prescribed error: 1.0e-09
Normal quantile z: 5.9978
z squared: 35.974
Minimum time, shot noise only: 67.19 ps
Minimum time, numerical Gaussian: 67.19 ps
Mean electrons, low state: 209.67
Mean electrons, high state: 419.34
Standard deviation, low: 14.48 electrons
Standard deviation, high: 20.48 electrons
Gaussian threshold current: 0.7071 uA
Gaussian threshold count: 296.52
Midpoint-threshold time: 92.22 ps
Midpoint time / minimum time: 1.373
Small-contrast estimate / minimum: 1.029
eV/kT: 3.868
Thermal factor: 1.0427
Minimum time with thermal factor: 70.05 ps
Exact net-count time (0.05 % grid): 69.98 ps
Quantum time h/eV: 41.4 fs
Quantum time h/kT: 160.0 fs
Exact Poisson time, integer threshold: 67.00 ps
Exact Poisson threshold count: 302
Predicted skewness shift: 5.83 electrons
Observed threshold shift: 5.82 electrons
Unshifted integer threshold: 297
Unshifted threshold, false high: 7.93e-09
Unshifted threshold, false low: 1.26e-10
Shot-only time at error 1e-06: 42.20 ps
Shot-only time at error 1e-12: 92.42 ps
Shot-only time at TMR 50 %: 171.16 ps
Shot-only time at TMR 200 %: 32.27 ps
Exponent ratio exact/Gaussian, r=2: 1.0033
Exponent ratio exact/Gaussian, r=10: 1.0350
Simulated variance/mean of counts: 0.977
Simulated spectrum / 2eI: 1.000, 1.017, 0.981
Two-half record error: 0.075046
Total-count error: 0.075046
```
